Breit-Pauli energy of helium with a screened 1s² product

**Problem**

A helium atom has nuclear charge Z = 2 and a point nucleus held at rest. Its two electrons form a spin singlet with the spatial function

ψ(r1, r2) = φ(r1) φ(r2), φ(r) = √(ζ³/π) exp(−ζr).

Hartree atomic units are used, with c = 137.036. The relativistic corrections of order 1/c² are the terms of the Breit-Pauli Hamiltonian. With r = r1 − r2, r = |r| and K_ij = δ_ij/r + r_i r_j/r³ (repeated indices summed), they are:

- mass-velocity: −(p1⁴ + p2⁴)/(8c²)
- Darwin: (∇1² + ∇2²)V/(8c²), where V = −Z/r1 − Z/r2 + 1/r
- orbit-orbit: −K_ij p1_i p2_j/(2c²)
- spin-orbit: a sum of orbital operators, each multiplied by a component of s1 or s2
- spin-spin: the magnetic energy of two point dipoles μ = −s/c.

Find the first-order energy from each term. What single contact operator replaces the two-electron Darwin and spin-spin contact terms in a singlet? What does the orbit-orbit term contribute? Can the total be trusted?

The exponent is fixed by minimizing the nonrelativistic energy. Each electron has kinetic energy ½∫|∇φ|² = ζ²/2. Since ⟨1/r1⟩ = 4ζ³∫r exp(−2ζr)dr = ζ, each has nuclear attraction −Zζ. The charge density φ² produces the potential

v(r) = 1/r − exp(−2ζr)(1/r + ζ),

because (r v)″ = −4ζ³r exp(−2ζr) = −4πrφ², with r v = 0 at the origin and r v → 1 far away. The repulsion is therefore

∫φ²v d³r = 4ζ³[1/(4ζ²) − 1/(16ζ²) − 1/(32ζ²)] = 5ζ/8.

Setting the derivative of E(ζ) = ζ² − 2Zζ + 5ζ/8 to zero gives ζ = Z − 5/16 = 1.6875. The energy is then −ζ² = −2.8477 hartree.

**First estimate by scaling**

The orbital has one length, 1/ζ, and one momentum, ζ. Picture each electron as spread uniformly over a sphere of radius 1/ζ, with density 3ζ³/(4π). The scale of the energies is ζ³/c² = 256 microhartree (μEh), and ζ⁴/c² = 432 μEh.

- Mass-velocity: −2ζ⁴/(8c²) = −108 μEh.
- Nuclear Darwin: ∇²(−Z/r1) = 4πZδ(r1), so the operator is πZδ(r1)/(2c²) for each electron. Two electrons give πZ/c² times the density, or 3Zζ³/(4c²) = 384 μEh.
- Two-electron contact terms: each has size π/c² times the probability density for coincidence, up to a numerical factor. For two electrons sharing the sphere this is 3ζ³/(4c²) = 192 μEh.
- Orbit-orbit: p1p2/(2c²r) has size ζ³/(2c²) = 128 μEh, with unknown sign.

All terms are of comparable size and their signs differ. Scaling cannot settle the sign of the total.

**Exact solution for this product**

*Mass-velocity.* For an s orbital,

∇²φ = φ″ + 2φ′/r = (ζ² − 2ζ/r)φ.

Moving one factor p² onto the left function gives ⟨p⁴⟩ = ∫|∇²φ|². With ⟨1/r⟩ = ζ and ⟨1/r²⟩ = 4ζ³∫exp(−2ζr)dr = 2ζ²,

⟨p⁴⟩ = ζ⁴ − 4ζ³·ζ + 4ζ²·2ζ² = 5ζ⁴.

Applying ∇² twice to φ requires care: the term −2ζφ/r yields a delta function 8πζφ(0)δ(r). Dropping it would remove 8πζφ(0)² = 8ζ⁴ and leave the impossible value −3ζ⁴. The energy for two electrons is

E_mv = −5ζ⁴/(4c²).

*Nuclear Darwin.* Since φ(0)² = ζ³/π,

E_D1 = (πZ/c²)(ζ³/π) = Zζ³/c².

The relative weight of these two terms can be seen in a one-electron ion, where ζ = Z. They then sum to −5Z⁴/(8c²) + Z⁴/(2c²) = −Z⁴/(8c²). The Dirac ground-state energy, without the rest energy, is

c²[√(1 − Z²/c²) − 1] = −Z²/2 − Z⁴/(8c²) − …,

with the same first correction.

*Spin averages.* In a singlet the total spin annihilates the state, so s2 acts as −s1. Exchanging the electrons only changes the sign of the spin function, so ⟨s1⟩ = ⟨s2⟩. Their sum is zero, hence both vanish. Every spin-orbit term is linear in a spin, and its energy is zero.

For products of spins, use s_i s_j = δ_ij/4 + (i/2)ε_ijk s_k for one electron. The last term averages to zero, so

⟨s1_i s2_j⟩ = −⟨s1_i s1_j⟩ = −δ_ij/4, ⟨s1·s2⟩ = −3/4.

*Spin-spin.* The field of dipole μ2 is B = ∇×∇×(μ2/r) = ∇(∇·(μ2/r)) − μ2∇²(1/r). The energy −μ1·B is therefore

H_ss = −(1/c²) s1_i s2_j [∂_i∂_j(1/r) − δ_ij∇²(1/r)].

The trace of ∂_i∂_j(1/r) is ∇²(1/r) = −4πδ(r). Its isotropic part is thus −(4π/3)δ_ijδ(r), and the rest is the traceless dipolar part. The second term in the bracket adds +4πδ_ijδ(r). The contact coefficient is 4π − 4π/3 = 8π/3:

H_ssc = −(8π/3c²) s1·s2 δ(r).

The dipolar part, contracted with −δ_ij/4, gives its trace, which is zero. The contact part becomes −(8π/3c²)(−3/4)δ(r) = +2πδ(r)/c².

*Two-electron Darwin.* Both Laplacians act on the same repulsion:

(∇1² + ∇2²)(1/r)/(8c²) = 2(−4πδ(r))/(8c²) = −πδ(r)/c².

The sum of the two contact operators on a singlet is

−πδ(r12)/c² + 2πδ(r12)/c² = +πδ(r12)/c².

The magnetic term reverses the sign of the Darwin term. In a triplet s1·s2 = 1/4 and the coefficient would be −5π/3, but the spatial function is antisymmetric and vanishes at r12 = 0, so the contact energy is zero.

For the present product the coincidence density is

⟨δ(r12)⟩ = ∫φ⁴d³r = 4π(ζ³/π)²·2/(4ζ)³ = ζ³/(8π),

which gives E_contact = −ζ³/(8c²) + ζ³/(4c²) = +ζ³/(8c²).

*Orbit-orbit.* Two momenta give p1_i p2_j = −∂1_i∂2_j. Because φ is real, φ∂_iφ = ½∂_iρ with ρ = φ². Hence

E_oo = (1/8c²)∫∫ K_ij ∂1_iρ(r1) ∂2_jρ(r2) d³r1 d³r2.

Integrate by parts over r1. The derivative then falls on K_ij:

∂_i(δ_ij/r) = −r_j/r³,
∂_i(r_i r_j/r³) = (3r_j + r_j − 3r_j)/r³ = +r_j/r³.

The sum is zero. No delta function hides at the origin: on a small sphere of radius ε with normal n, K_ij n_i = 2n_j/ε, while the area is 4πε², so the flux vanishes as ε → 0. The surface term at infinity vanishes because ρ decays. Therefore

E_oo = 0.

The two pieces are not separately zero. For the p1·p2 piece, integrating by parts twice gives ∂1_i∂2_i(1/r) = −∇²(1/r) = 4πδ(r), so its energy is (4π/8c²)∫ρ² = ζ³/(16c²). The r_i r_j piece is −ζ³/(16c²). This split refers to both momenta acting to the right; if p1 is moved onto the left function, the two pieces exchange signs, and only their sum is independent of the ordering. The argument holds for any smoothly decaying real orbital occupied by both electrons. In short, the divergence-free kernel K_ij does not couple to a pure gradient, and φ∇φ is one. It is not a probability current, since a real orbital carries none.

*Total.*

E = ζ³(Z + 1/8 − 5ζ/4)/c².

For helium the terms are:

- mass-velocity: −539.8 μEh
- nuclear Darwin: +511.8 μEh
- orbit-orbit: +16.0 − 16.0 = 0 μEh
- two-electron Darwin: −32.0 μEh
- spin-spin contact: +64.0 μEh
- spin-orbit and dipolar spin-spin: 0 μEh.

They add to +4.0 μEh, or 0.88 cm⁻¹.

**Comparison of the two**

The scaling estimate gives the right powers of ζ and c, but its numerical factors vary in quality.

For mass-velocity it gives −108 μEh instead of −540 μEh. The estimate sets ⟨p⁴⟩ equal to ⟨p²⟩² = ζ⁴, whereas p² has the variance 5ζ⁴ − ζ⁴ = 4ζ⁴. The broad momentum distribution supplies the factor five.

For nuclear Darwin it gives 384 μEh instead of 512 μEh, since the true density peaks at the nucleus. For π⟨δ(r12)⟩/c² it gives 192 μEh instead of 32 μEh. The probability that one electron lies within 1/ζ is only 1 − 5e⁻² = 0.32, so both are there with probability 0.10; the assumed sphere confines the pair far too tightly.

For orbit-orbit the estimate of 128 μEh fails completely, because the size of the momenta does not show that φ∇φ is a pure gradient, to which K_ij does not couple.

The exact evaluation for the product still leaves the question of trust. Inserting ζ = Z − 5/16 into the bracket of the total gives

Z + 1/8 − 5Z/4 + 25/64 = 33/64 − Z/4.

At Z = 2 this is 1/64, almost complete cancellation. At fixed Z = 2, the total changes sign at ζ = 4(2 + 1/8)/5 = 1.7, less than one per cent above the exponent used. For large Z the total approaches −Z⁴/(4c²), twice the one-electron correction, and the near-complete cancellation disappears. The expansion in 1/c² still requires Z/c to be small.

A better orbital shows what the cancellation does. Near the nucleus, the terms −φ′/r and −Zφ/r in the orbital equation must cancel, so φ′(0)/φ(0) = −Z = −2. The screened orbital has −1.69. A self-consistent Hartree-Fock orbital was computed as a combination of seven functions exp(−ar), with exponents in geometric progression from 1.3 to 10. It has slope ratio −1.985 and energy −2.8617 hartree. Its terms are:

- mass-velocity: −702 μEh
- nuclear Darwin: +601 μEh
- contact sum: +32 μEh
- total: −69 μEh.

Six functions over the same range give −71 μEh, so the negative sign does not hinge on this change of basis. The last digits are not converged: solving the Hartree-Fock equation on a radial grid gives slope ratio −2.000, mass-velocity −703.0 μEh, nuclear Darwin +601.6 μEh, contact sum +31.9 μEh and a total of about −69.6 μEh. Relative to the screened values, mass-velocity grows in magnitude by 30 per cent and nuclear Darwin by 17.5 per cent for the converged orbital. The small positive total of the screened product is an artefact of its orbital.

The zero orbit-orbit energy is also a property of the product. Take instead ψ = exp[−ζ(r1 + r2)](1 + b r12), which depends on the electron separation. Now ψ∂1_i∂2_jψ is no longer a product of two one-electron gradients, and the proof above does not apply. Since K_ij has no divergence, p1 can be moved to the left, giving

E_oo = −(1/2c²)∫∫(∂1_iψ)K_ij(∂2_jψ) / ∫∫ψ².

Minimizing the nonrelativistic energy by numerical quadrature gives ζ = 1.850, b = 0.366 and energy −2.8911 hartree. The orbit-orbit energy is then −10.6 μEh. This value belongs to the two-parameter function and is not converged: a 34-term expansion in powers of r1 + r2, r1 − r2 and r12, with energy −2.90372 hartree, gives −7.4 μEh. Both values are larger in magnitude than the whole total of the screened product.

These comparisons are not exact helium energies. Hartree-Fock omits correlation, the correlated function has just two parameters, and nuclear motion and radiative corrections are absent. The operator identity for singlet contact terms holds for all these wavefunctions. The total of +4.0 μEh is already lost with the Hartree-Fock orbital. The orbit-orbit energy stays zero there, because both electrons still share one real orbital, but it is nonzero for the correlated function.
